# When a monolayer follows sinusoidal oxide roughness

**Q.** A monolayer is about as flexible as a sheet can be. Why should it not follow any oxide surface it is laid on?

**A.** Following costs elastic energy, and the surface can pull back with a limited force. Let the oxide have height $z_s=h\cos qx$, with $q=2\pi/\lambda$, and let the film have height $w(x)$. For small slopes the energy per projected area has three parts:

$$E=\frac{\kappa}{2}\langle w''^2\rangle+\frac C2\langle e^2\rangle+\langle V(w-z_s)\rangle .$$

Angle brackets denote the average over one period, $\kappa$ is the bending rigidity, and $C$ is the plane-strain sheet modulus, since the film cannot contract along the ridges. The strain is $e=\varepsilon_0+u'+w'^2/2$, where $\varepsilon_0\ge0$ is a pre-strain, $u$ the in-plane displacement, and $w'^2/2$ the extra length of a sloping element. I assume that the film slides without friction within a period.

For the adhesion I take

$$V(g)=\Gamma\left[\frac12\left(\frac{d_0}{g}\right)^9-\frac32\left(\frac{d_0}{g}\right)^3\right],$$

which is the form obtained by summing a 12–6 pair potential over a half-space. At $g=d_0$ it equals $-\Gamma$. With $t=g/d_0$, its derivatives are

$$V'=\frac{9\Gamma}{2d_0}(t^{-4}-t^{-10}),\qquad V''=\frac{\Gamma}{d_0^2}(45t^{-11}-18t^{-5}).$$

So $V'(d_0)=0$ and $V''(d_0)=27\Gamma/d_0^2\equiv k$. A positive $V'$ is a pull towards the oxide.

**Q.** You have two unknown functions, $u$ and $w$. What happened to the stretching if the film can slide?

**A.** Minimise over $u$ first. The variation is $C\langle e\,\delta u'\rangle=-C\langle e'\delta u\rangle$, so $e'=0$ and the strain is uniform. If no slack enters the period, $u$ is periodic and $\langle u'\rangle=0$. Averaging $e$ then gives

$$e=\varepsilon_0+\tfrac12\langle w'^2\rangle,\qquad T=Ce .$$

I call this film clamped. If slack can be drawn in from outside, the strain relaxes to zero and $T=0$. I call that film free.

Now vary $w$. The stretching energy is $Ce^2/2$, and its variation is $Ce\,\delta e=T\langle w'\delta w'\rangle$. Two integrations by parts in the bending term and one in the stretching term give

$$\kappa w''''-Tw''+V'(w-z_s)=0. \tag{1}$$

**Q.** This is nonlinear twice over, through $T$ and through $V'$. Can anything be solved?

**A.** It can when the film lags the surface by much less than $d_0$. Then $V'\simeq k(w-z_s-d_0)$, and $w=d_0+A\cos qx$ solves equation (1). For this shape $\langle w'^2\rangle=q^2A^2/2$, so $T=C(\varepsilon_0+q^2A^2/4)$. Each term is proportional to $\cos qx$:

$$\kappa q^4A+Tq^2A+k(A-h)=0,$$

$$(k+\kappa q^4+C\varepsilon_0q^2)A+\tfrac14Cq^4A^3=kh. \tag{2}$$

Without tension, $A/h=k/(k+\kappa q^4)$. The film follows half the amplitude when $\kappa q^4=k$, that is, at $\lambda=2\pi(\kappa/k)^{1/4}$.

For numbers I use electronvolts and nanometres, with round parameters in the rough regime of a molybdenum disulphide monolayer on silicon dioxide: $\kappa=10$ eV, $C=800$ eV/nm², $\Gamma=1$ eV/nm², $d_0=0.5$ nm, $h=0.4$ nm and $\varepsilon_0=0$. Then $k=27/0.25=108$ eV/nm⁴, and the half-following wavelength is $2\pi(10/108)^{1/4}=3.47$ nm.

Take the clamped film at $\lambda=20$ nm, where $q^4=0.00974$ nm⁻⁴. Since $A\simeq h$, bending adds $0.097$ and stretching adds $800(0.00974)(0.16)/4=0.312$ eV/nm⁴ to the stiffness. The ratio is $108/(108+0.41)=0.996$. Minimising the full energy with many harmonics also gives 0.996.

**Q.** So the rule is 3.47 nm, and any longer roughness is followed?

**A.** That conclusion fails for this roughness. At half following the lag would be 0.2 nm, or $0.4d_0$, and the well is far from a spring there. At $\lambda=5$ nm the free film has $\kappa q^4=24.9$ eV/nm⁴, so the spring formula predicts $A/h=108/132.9=0.81$. The full minimisation gives 0.17.

A spring pulls harder the further it is stretched, but this well has a greatest pull. It lies where $V''=0$:

$$45t^{-11}=18t^{-5}\quad\Rightarrow\quad t^6=\frac52 .$$

Put this into $V'=(9\Gamma/2d_0)\,t^{-4}(1-t^{-6})$. Since $t^{-4}=(2/5)^{2/3}$ and $1-t^{-6}=3/5$,

$$p_{\max}=\frac{27}{10}\left(\frac25\right)^{2/3}\frac{\Gamma}{d_0}=1.466\,\frac{\Gamma}{d_0}. \tag{3}$$

The gap at this point is $1.165d_0$. In the example $p_{\max}=2.93$ eV/nm³, or 470 MPa, and the gap may open by only 0.08 nm before the pull begins to weaken.

**Q.** Where along the surface is that limit reached, and at what wavelength?

**A.** Suppose the film follows closely, $w\simeq d_0+h\cos qx$. Equation (1) then requires

$$V'=-(\kappa q^4+Tq^2)h\cos qx .$$

At a crest $V'$ is negative, so the film is pressed onto the oxide. In the valley $\cos qx=-1$, and adhesion must supply the pull $(\kappa q^4+Tq^2)h$. Set this equal to $p_{\max}$, with $T=Cq^2h^2/4$ for a clamped film without pre-strain:

$$q^4h\left(\kappa+\frac{Ch^2}{4}\right)=p_{\max},$$

$$\lambda_{\rm pull}=2\pi\left[\frac{h(\kappa+Ch^2/4)}{p_{\max}}\right]^{1/4}. \tag{4}$$

For a free film, drop the $C$ term. Stretching matches bending at $h=2\sqrt{\kappa/C}=0.224$ nm, so at 0.4 nm the clamped film is limited mainly by stretching. Its bracket in (4) is $0.4(10+32)/2.932=5.73$ nm⁴, and $\lambda_{\rm pull}=9.72$ nm (184 bohr). For the free film the bracket is $4/2.932=1.364$ nm⁴, and $\lambda_{\rm pull}=6.79$ nm.

The spring criterion and the pull criterion meet where $\kappa q^4=k$ and $\kappa q^4h=p_{\max}$ hold together. For bending alone this is $h=p_{\max}/k=0.027$ nm, about $0.05d_0$. Well below that amplitude the spring criterion decides, and well above it pull-off does. The change is gradual. For $h$ below about 0.06 nm even a flat film has a valley gap smaller than $1.165d_0$, so the greatest pull is never reached and the film flattens without pull-off.

**Q.** You assumed close following in order to find where close following ends. How wrong is (4)?

**A.** It is a long-wave estimate, and it errs towards too long a wavelength in the cases computed. In the full minimisation the valley gap reaches $1.165d_0$ at 8.31 nm for the clamped film and 6.03 nm for the free one. These are about 15 % and 11 % below the estimates. The oxide slopes there are already 0.30 and 0.42 (0.50 at 5 nm, 0.63 at 4 nm), so the last digits belong to the small-slope model. Exact curvature and arc length move the two values to 8.23 and 5.80 nm, adhesion summed over the curved oxide moves them to 8.48 and 6.35 nm, and both together give 8.40 and 6.17 nm. All remain below the estimates.

Two effects can be read from the clamped film at 9 nm. First, the amplitude has dropped to $0.91h$, which lowers the elastic force. Second, the pull is no longer a pure cosine. Its first harmonic is $1.07p_{\max}$, yet the valley gap is $1.103d_0$, and $V'$ at that gap is only $0.92p_{\max}$. Higher harmonics have spread the load away from the valley.

The estimate should improve with amplitude, because at pull-off of a free film $\kappa q^4/k=p_{\max}/(kh)$ falls as $1/h$. With $\kappa$ held at 10 eV, the ratio of computed to estimated wavelength is 0.888, 0.946 and 0.973 for $h=0.4$, 2 and 10 nm. The last two cases test only the mathematics of the energy, since their slopes are too large for the small-slope model.

**Q.** An estimate checked by numerics is still an estimate. Is there a statement about following that needs no such assumption?

**A.** There is a strict upper bound within this model. Average equation (1) over a period. The derivative terms vanish, so $\langle V'\rangle=0$. Next multiply (1) by $2\cos qx$ and average. If $A$ is the first harmonic of whatever shape the film takes,

$$(\kappa q^4+Tq^2)A=-2\langle V'\cos qx\rangle=2\langle V'(1-\cos qx)\rangle .$$

The last step added $2\langle V'\rangle=0$. Now $1-\cos qx$ is never negative, and $V'$ never exceeds $p_{\max}$. Therefore

$$(\kappa q^4+Tq^2)A\le2p_{\max}\langle1-\cos qx\rangle=2p_{\max}. \tag{5}$$

For a free film, write $r=A/h$ and use $p_{\max}=(2\pi/\lambda_{\rm pull})^4\kappa h$. Then (5) becomes

$$r\le2\left(\frac{\lambda}{\lambda_{\rm pull}}\right)^4 .$$

At 5 nm this gives $r\le2(5/6.79)^4=0.59$. The spring value of 0.81 was therefore impossible.

For a clamped film with $\varepsilon_0=0$, the other harmonics can only add to $\langle w'^2\rangle$, so $T\ge Cq^2A^2/4$. For $A\ge0$, inequality (5) gives

$$q^4h\left(\kappa r+\frac{Ch^2}{4}r^3\right)\le2p_{\max}.$$

If $r\le1$, then $r\ge r^3$, and the left side is at least $r^3q^4h(\kappa+Ch^2/4)=r^3p_{\max}(\lambda_{\rm pull}/\lambda)^4$. Hence

$$r\le2^{1/3}\left(\frac{\lambda}{\lambda_{\rm pull}}\right)^{4/3}.$$

The case $r>1$ cannot spoil this where the bound is useful. There $r^3>r$, so the same inequality gives $r\le2(\lambda/\lambda_{\rm pull})^4$, which contradicts $r>1$ once $\lambda<2^{-1/4}\lambda_{\rm pull}$.

These are ceilings, not predictions. Over the scanned wavelengths, 4 to 40 nm, the left side of (5) reaches at most 70 % of its limit.

**Q.** Below pull-off, does the film lift away altogether?

**A.** It stays on the crests and spans the valleys. The limiting case is a flat film at mean height $D$, whose energy is

$$\Phi(h)=\min_D\frac1\pi\int_0^\pi V(D-h\cos\theta)\,d\theta .$$

For $h=0.4$ nm this is $-0.440$ eV/nm², so a flat film keeps 44 % of the adhesion.

Its form for $h\gg d_0$ can be found by hand. Only the crest region contributes, and there the gap is $s+h\theta^2/2$, where $s$ is the gap at the crest. Substituting $\theta=\sqrt{2s/h}\,y$,

$$\frac1{2\pi}\int_{-\infty}^{\infty}\frac{d\theta}{(s+h\theta^2/2)^n}=\frac{s^{-n}}{2\pi}\sqrt{\frac{2s}{h}}\,I_n,\qquad I_n=\int_{-\infty}^{\infty}\frac{dy}{(1+y^2)^n}.$$

With $y=\tan\varphi$, $I_n$ is the integral of $\cos^{2n-2}\varphi$ from $-\pi/2$ to $\pi/2$. Integration by parts gives $I_n=I_{n-1}(2n-3)/(2n-2)$ with $I_1=\pi$, so $I_3=3\pi/8$ and $I_9=6435\pi/32768$. With $\sigma=s/d_0$ the average energy is

$$\frac{\Gamma}{\sqrt2\,\pi}\sqrt{\frac{d_0}{h}}\left[\frac{I_9}{2}\sigma^{-17/2}-\frac{3I_3}{2}\sigma^{-5/2}\right].$$

Setting the $\sigma$-derivative to zero gives $\tfrac{17}{4}I_9\sigma^{-19/2}=\tfrac{15}{4}I_3\sigma^{-7/2}$, so $\sigma^6=17I_9/(15I_3)$ and $\sigma=0.917$. Inserting this,

$$\Phi\to-0.349\,\Gamma\sqrt{d_0/h}\qquad(h\gg d_0). \tag{6}$$

The square root is the width of the contact strip, $\theta\sim\sqrt{d_0/h}$. The crest gap is below $d_0$ because the crest line must repel the film to balance the attraction on either side. At $h=0.4$ nm, outside its regime, (6) would give $-0.39$ eV/nm² instead of $-0.44$.

**Q.** A real film is not infinitely stiff. How much of the roughness survives in it when it is suspended?

**A.** Treat the deflection as a first-order response to the force on the flat film. The first harmonic of (1) gives $(\kappa q^4+C\varepsilon_0q^2)A=-2\langle V'\cos\theta\rangle$. The tension caused by the deflection itself is of second order in the amplitude and drops out. Since $D$ minimises the average energy, its change with $h$ does not contribute to $\Phi'(h)$, and $\Phi'(h)=-\langle V'\cos\theta\rangle$. Therefore

$$A=\frac{2\Phi'(h)}{\kappa q^4+C\varepsilon_0q^2}. \tag{7}$$

A deliberately stiff free sheet, with $\kappa=1000$ eV, $\lambda=3$ nm and the same $h$, tests this: the formula gives $6.463\times10^{-5}$ nm and the full minimisation $6.464\times10^{-5}$ nm. There $\kappa q^4=1.924\times10^4$ eV/nm⁴, so $\Phi'=0.622$ eV/nm³.

For the monolayer at $\lambda=4$ nm, $\kappa q^4=60.9$ eV/nm⁴, and (7) predicts $A/h=2(0.622)/(60.9\times0.4)=0.051$. The minimisation gives 0.056 for both the clamped and the free film. The two agree because a nearly flat film is hardly stretched.

**Q.** You have compared forces. Should the state not be chosen by energy?

**A.** Energy selects between states when there are several. A rigidly following film has $\langle w''^2\rangle=q^4h^2/2$ and, with $\varepsilon_0=0$, strain $q^2h^2/4$. Its energy is

$$E_{\rm follow}=-\Gamma+\frac{\kappa q^4h^2}{4}+\frac{Cq^4h^4}{32}.$$

The flat film is lower when

$$q^4h^2\left(\frac\kappa4+\frac{Ch^2}{32}\right)>\Gamma+\Phi(h). \tag{8}$$

For the clamped example the left side is $q^4(0.16)(2.5+4)=1.04q^4$, and the right side is $1-0.440=0.560$ eV/nm². Equality falls at $2\pi(1.04/0.560)^{1/4}=7.34$ nm; for the free film it falls at 5.78 nm. To the accuracy of the rigid shape, (8) is sufficient for the following state to lose. It is not necessary, because a partly suspended film may lie lower than both.

**Q.** Does the film then jump at 7.34 nm?

**A.** The clamped film shows no jump there. Its ratio $A/h$ falls from 0.94 at 10 nm to 0.83 at 8 nm, 0.62 at 7 nm and 0.34 at 6 nm. Minimisations started from a following film and from a flat film end in the same state at each of the eleven wavelengths scanned. These states are also stable against odd displacements of the same period; longer periods were not examined.

The free film changes far more steeply, from 0.85 at 6 nm to 0.17 at 5 nm. The scan has no point between these two, so it does not exclude a narrow window with two stable states.

**Q.** When would energy and force give different answers?

**A.** They differ at large amplitude. For a free film at pull-off, $\kappa q^4h=p_{\max}$, so the bending energy is $p_{\max}h/4$. It grows with $h$, while the adhesion gained over a flat film, $\Gamma+\Phi$, stays below $\Gamma$. Beyond some amplitude, following therefore becomes energetically unfavourable before it is pulled off. The two wavelengths cross at $h=1.01$ nm for the free film and 2.25 nm for the clamped one. These crossings compare rigid following with a flat film only. The clamped film loses earlier: at $h=2$ nm and $\lambda_{\rm pull}=30.5$ nm, (8) is not met, yet a partly suspended state with $A/h=0.45$ has $-0.38$ eV/nm² against $-0.28$ for following. At $h=1.5$ nm following is still the lowest state found.

For this monolayer those crossings lie at slopes of about 0.7 and 0.4, where the small-slope energy is no longer reliable. A thicker sheet shows the effect within the model. Take $\kappa=10^5$ eV, no tension, $h=5$ nm and $\lambda=153.6$ nm, with the same adhesion; the largest slope is 0.20. The valley pull is $0.7\Gamma/d_0$, about half of $p_{\max}$, so the film can hold on. The following state is indeed a local minimum, at $+0.745$ eV/nm², but a flat film has $-0.112$ and a relaxed suspended film $-0.114$ eV/nm². If every period behaves alike, the state reached can therefore depend on how the sheet was laid down. Whether one suspended valley would spread to its neighbours was not examined.

**Q.** Real oxide is not a cosine, and real films do not slide freely. What is left of your 8 to 10 nm?

**A.** Roughness of a few tenths of a nanometre with lateral scales of some ten nanometres or more is a rough picture of a smooth deposited or grown oxide. The model would have the monolayer follow the long components and bridge the short ones. The least certain parameter is the adhesion energy, which depends on surface preparation and trapped water. With all else fixed, $\lambda_{\rm pull}\propto\Gamma^{-1/4}$, so halving $\Gamma$ lengthens it by 19 %.

Friction breaks the sliding assumption. If sliding is fully blocked, the strain stays at its local value $w'^2/2$, and the stretching energy rises by the factor $\langle\sin^4\rangle/\langle\sin^2\rangle^2=(3/8)/(1/4)=1.5$. In (8) the stretching term goes from 4 to 6 eV, which moves the clamped energy wavelength by a factor $(8.5/6.5)^{1/4}=1.07$, to about 7.8 nm. Real roughness is also random and two-dimensional. Sliding cannot then make the strain uniform in general, and I have not evaluated that correction.

**Q.** And the effects you left out of the energy itself?

**A.** At the clamped estimate of 9.72 nm they are small or moderate:

- The largest slope is 0.26. On the flanks the distance normal to the surface is about 3 % less than the vertical gap, compared with the 16.5 % opening at greatest pull.
- The mean strain is 1.7 %, which linear elasticity is assumed to cover.
- Summing the adhesion over the curved oxide, instead of using the local gap, changes the linear response about $g=d_0$ by about 0.01 %. It is so small because the leading corrections to attraction and repulsion cancel at that gap. They do not cancel at the greatest pull. Near the valley line the oxide rises by $q^2hx^2/2$. A thin oxide layer at distance $g$ contributes $-(9\Gamma/2d_0)t^{-4}$ and $+(9\Gamma/2d_0)t^{-10}$ per unit thickness, and the mean of $x^2$ weighted by these two parts is $g^2/2$ and $g^2/8$. The extra energy is then $\frac94\Gamma q^2hd_0(t^{-8}/8-t^{-2}/2)$, and its derivative, the extra pull, is $\frac94\Gamma q^2h(t^{-3}-t^{-9})$. At $t=1.165$ this is about 5 % of $p_{\max}$ at the valley line. It does not by itself give the shift of $\lambda_{\rm pull}$, because the sloping flanks also change the film's shape and with it the load in the valley.
- At 300 K the gap of a tension-free film on a flat surface fluctuates by 0.01 nm rms, against the 0.08 nm margin.
- A pre-strain of 0.1 % adds 5 % of $p_{\max}$ to the valley pull, which lengthens $\lambda_{\rm pull}$ by about 1 %.
- A gate field of 1 MV/cm in an oxide of permittivity 3.9 presses a charged film down with 0.7 MPa if the gap under the film is treated as vacuum, negligible beside 470 MPa. The pressure grows as the square of permittivity times field: 10 MV/cm in the same oxide gives 67 MPa, and 3 MV/cm at permittivity 20 gives 160 MPa, a third of $p_{\max}$, which is no longer negligible.

**Q.** Then what may I tell someone choosing an oxide?

**A.** For ridge-like roughness of amplitude 0.4 nm, with these parameters and no slack, a wavelength of 12 nm or more gives at least 97 % following. At 4 nm the film is nearly flat and keeps 46 % of its adhesion. For another amplitude of about 0.2 nm or more, use (4) as a cautious limit for pull-off while slopes are small, and check (8) once $h$ exceeds about $2d_0$. Passing (8) does not make following the lowest state, since a partly suspended film can lie lower, as for the clamped film at $h=2$ nm. For smaller amplitudes (4) does not ensure close following, so solve (2) for $A/h$ as well. The numerical output below gives the full scan.

## Calculated quantities

```
bending rigidity kappa = 10.0 eV
sheet modulus C = 800 eV/nm^2 = 128 N/m
adhesion Gamma = 1.00 eV/nm^2 = 0.160 J/m^2
equilibrium gap d0 = 0.50 nm; roughness amplitude h = 0.40 nm
well curvature k = 108.0 eV/nm^4
greatest pull p_max = 2.932 eV/nm^3 = 470 MPa
p_max*d0/Gamma = 1.4658 (no unit)
gap at greatest pull = 0.5825 nm = 1.1650 d0
linear half-following wavelength = 3.47 nm
roughness where pull-off takes over = 0.0271 nm
roughness where stretching pull equals bending pull = 0.224 nm
pull-off estimate, clamped = 9.72 nm = 184 bohr
pull-off from full minimisation, clamped = 8.31 nm
pull-off estimate, free = 6.79 nm
pull-off from full minimisation, free = 6.03 nm
free film, full/estimate at h = 0.4, 2, 10 nm: 0.888, 0.946, 0.973
lambda(nm) A/h clamped, A/h free, valley gap/d0, adhesion/Gamma, pull/p_max
(last three columns: clamped film)
   40    0.9998    0.9999    1.0002    1.0000    0.0035
   20    0.9962    0.9991    1.0031    0.9999    0.0553
   14    0.9847    0.9963    1.0133    0.9990    0.2236
   12    0.9720    0.9931    1.0259    0.9967    0.4011
   10    0.9420    0.9857    1.0600    0.9863    0.7694
    9    0.9085    0.9781    1.1034    0.9683    1.0729
    8    0.8319    0.9647    1.2123    0.9137    1.3934
    7    0.6172    0.9373    1.5334    0.7504    1.2330
    6    0.3403    0.8542    1.9608    0.5788    0.7756
    5    0.1500    0.1657    2.2652    0.4926    0.5492
    4    0.0555    0.0561    2.4184    0.4585    0.4659
largest change of A/h between the two starts = 1.1e-10
largest fraction of the strict bound reached = 0.701
flat-film energy Phi(h) = -0.4404 eV/nm^2
suspended coefficient c = 0.3489; crest gap = 0.9167 d0
stiff-film test (kappa 1000 eV, lambda 3 nm): A = 6.464e-05 nm, formula 6.463e-05 nm
flat = following energy, clamped: 7.34 nm; free: 5.78 nm
h where energy and pull-off wavelengths meet, clamped: 2.25 nm; free: 1.01 nm
thick sheet: kappa = 1e+05 eV, h = 5.0 nm, lambda = 153.6 nm, slope = 0.205
thick sheet energies (eV/nm^2): following 0.745, flat -0.112, relaxed -0.114
neglected effects at the clamped pull-off estimate:
  largest slope = 0.259; half its square = 0.0334
  mean stretching strain = 1.67 %
  non-local/local adhesion response = 0.99992
  thermal gap fluctuation at 300 K = 0.0099 nm rms
  pull from 0.1 % pre-strain / p_max = 0.0456
  stretching energy, blocked/free sliding = 1.500
  gate pressure at 1 MV/cm, permittivity 3.9 = 0.673 MPa
```
